# Why hydrogen photoionisation approaches the Born power law so slowly

## Question

For photoionisation of hydrogen from the 1s state, treating the outgoing electron as a plane wave gives a cross section that falls as $\omega^{-7/2}$ at high photon energy $\omega$. At 1 keV the photon carries more than seventy times the ionisation energy $I$. I would therefore expect the nuclear attraction to change the result by something like $I/\omega$, about one per cent.

Is that estimate right? If the attraction does matter, I would expect it to increase the cross section, because it pulls the continuum wave towards the nucleus. And if a log-log plot has a slope close to $-7/2$, may I take the Born formula as accurate there? I would like to see the derivation, including the numerical factors.

## Answer

The power is right, but the one-per-cent estimate is not. The correction is governed by $\sqrt{I/\omega}$, it has a large coefficient, and it lowers the cross section. All of this can be shown in closed form.

### Model and starting formula

Take one electron bound to a fixed point nucleus of charge $Z$, with non-relativistic motion and the electric-dipole approximation. "Exact" below means exact within this model. In atomic units the ejected electron has momentum $k$, and

$$I=\frac{Z^2}{2},\qquad \omega=\frac{k^2+Z^2}{2},\qquad \eta=\frac Zk .$$

A field $E_0\cos\omega t$ along $z$ gives the perturbation $E_0z\cos\omega t$. Its absorbing part has amplitude $E_0z/2$, so the golden rule gives the rate $2\pi(E_0/2)^2|\langle f|z|i\rangle|^2$ for energy-normalised final states. The photon flux is $E_0^2/(8\pi\alpha\omega)$, since $c=1/\alpha$. Dividing rate by flux,

$$\sigma=4\pi^2\alpha\,\omega\,|\langle f|z|i\rangle|^2a_0^2 .$$

Since $z=r\cos\theta$, an s state reaches only the p wave with $m=0$, and $\langle Y_{10}|\cos\theta|Y_{00}\rangle=1/\sqrt3$. Hence

$$\sigma=\frac{4\pi^2}{3}\alpha\,\omega a_0^2R^2,\qquad R=\int_0^\infty u_k\,r\,u_{1s}\,dr,\qquad u_{1s}=2Z^{3/2}re^{-Zr}.$$

Energy normalisation fixes the outer amplitude of $u_k$. Sine waves of unit amplitude overlap as $(\pi/2)\delta(k-k')$, and $\delta(k-k')=k\,\delta(E-E')$, so the amplitude must be $\sqrt{2/(\pi k)}$.

### The continuum wave

The p wave obeys

$$u''+\left(k^2+\frac{2Z}{r}-\frac{2}{r^2}\right)u=0 .$$

Put $u=r^2e^{-ikr}w$. The prefactor $g=r^2e^{-ikr}$ has $g'/g=2/r-ik$ and $g''/g=2/r^2-4ik/r-k^2$, so

$$rw''+(4-2ikr)w'+(2Z-4ik)w=0 .$$

With $x=2ikr$ this becomes $xw_{xx}+(4-x)w_x-aw=0$, where $a=2+i\eta$. The regular solution is Kummer's function $M(a,4,x)$.

For the normalisation, use

$$M(a,4,x)=\frac{6}{\Gamma(a)\Gamma(4-a)}\int_0^1e^{xt}t^{a-1}(1-t)^{3-a}dt .$$

At large $r$ the two end points dominate and give

$$M\simeq\frac{6}{\Gamma(4-a)}(-x)^{-a}+\frac{6}{\Gamma(a)}e^{x}x^{a-4}.$$

Here $4-a=a^*$. After multiplication by $r^2e^{-ikr}$ the two terms are complex conjugates, each of modulus $6e^{-\pi\eta/2}/(4k^2|\Gamma(2+i\eta)|)$. The real wave has twice this amplitude. Therefore

$$u_k=\sqrt{\frac{2}{\pi k}}\,C_1(kr)^2e^{-ikr}M(2+i\eta,4,2ikr),\qquad C_1=\frac{e^{\pi\eta/2}|\Gamma(2+i\eta)|}{3}.$$

From $|\Gamma(2+i\eta)|^2=(1+\eta^2)\pi\eta/\sinh\pi\eta$,

$$9C_1^2=(1+\eta^2)\frac{2\pi\eta}{1-e^{-2\pi\eta}}\equiv D .$$

A free p wave has $C_1=1/3$. So $D$ is the factor by which the attraction raises the p-wave density close to the nucleus.

### The dipole integral

Define, with $\eta$ held fixed while $\lambda$ varies,

$$J(\lambda)=\int_0^\infty r^3e^{-\lambda r}e^{-ikr}M(a,4,2ikr)\,dr .$$

Let $s=\lambda+ik$ and expand $M=\sum_n (a)_n(2ikr)^n/[(4)_n\,n!]$. Each power integrates to $(n+3)!/s^{n+4}$, and $(4)_n=(n+3)!/6$, so the factorials cancel:

$$J=\frac{6}{s^4}\sum_n\frac{(a)_n}{n!}\left(\frac{2ik}{s}\right)^n=\frac{6}{s^4}\left(1-\frac{2ik}{s}\right)^{-a}.$$

The series converges for large $\lambda$. Both sides are analytic for $\mathrm{Re}\,\lambda>0$, so the closed form holds there too. Since $s-2ik=\lambda-ik$,

$$J=6(\lambda+ik)^{-2+i\eta}(\lambda-ik)^{-2-i\eta}
=\frac{6}{(\lambda^2+k^2)^2}\,e^{-2\eta\arctan(k/\lambda)} .$$

The last step uses $(\lambda+ik)/(\lambda-ik)=e^{2i\arctan(k/\lambda)}$, raised to the power $i\eta$.

The integrand of $R$ contains $r^4$: two powers from $u_k$, one from $u_{1s}$ and one from the dipole operator. We therefore need $-J'(Z)$. Differentiating $\ln J$,

$$-J'(Z)=\frac{4Z-2\eta k}{Z^2+k^2}J(Z)=\frac{2Z}{Z^2+k^2}J(Z),$$

because $\eta k=Z$. The term $-2\eta k$ comes from the attraction on the outgoing electron, and it does not fade as $k$ grows.

At $\lambda=Z$ the angle is $\arctan(k/Z)=\operatorname{arccot}\eta$. Collecting factors, with $Z^2+k^2=2\omega$,

$$R=24\sqrt{\frac{2}{\pi k}}\,C_1k^2Z^{5/2}\frac{e^{-2\eta\operatorname{arccot}\eta}}{(2\omega)^3},$$

$$R^2=\frac{128}{\pi}\,\frac{k^3Z^5}{(2\omega)^6}\,D\,e^{-4\eta\operatorname{arccot}\eta}.$$

Now insert $D$ and use $k^2(1+\eta^2)=2\omega$ and $k\eta=Z$. This gives $R^2=256Z^6e^{-4\eta\operatorname{arccot}\eta}/[(2\omega)^5(1-e^{-2\pi\eta})]$. With $2\omega=Z^2\omega/I$ the cross section is

$$\boxed{\sigma=\frac{2^9\pi^2}{3}\frac{\alpha a_0^2}{Z^2}\left(\frac I\omega\right)^4\frac{e^{-4\eta\operatorname{arccot}\eta}}{1-e^{-2\pi\eta}}}$$

### Threshold

As $k\to0$, $\eta\to\infty$ and $\eta\operatorname{arccot}\eta=1-1/(3\eta^2)+\dots$, so

$$\sigma_{\rm th}=\frac{2^9\pi^2}{3e^4}\frac{\alpha a_0^2}{Z^2},$$

which is 6.30 Mb for $Z=1$ with a fixed nucleus; the finite proton mass raises it to 6.31 Mb. Just above threshold $1/\eta^2=\omega/I-1$, and the exponential contributes $\exp[\tfrac43(\omega/I-1)]$ beside $(I/\omega)^4$. The logarithmic slope at threshold is therefore $-4+\tfrac43=-\tfrac83$, not $-\tfrac72$.

### What the plane wave gives

The result depends on how the dipole matrix element is written. Since $2Z/(Z^2+k^2)=Z/\omega$, the relation between $J'$ and $J$ says

$$\omega R=Z\int_0^\infty u_ku_{1s}\,dr .$$

This is the velocity form. It also follows from $[z,H]=ip_z$, which gives $\omega\langle f|z|i\rangle=-\langle f|\partial_z|i\rangle$, together with $\partial_z\psi_{1s}=-Z\cos\theta\,\psi_{1s}$. The commutator argument needs both states to be eigenstates of the same $H$. A plane wave and a bound 1s state are not.

For the free p wave, set $\eta=0$ in the continuum function but keep $Z$ in the bound state. Then $J_0(\lambda)=6/(\lambda^2+k^2)^2$ and $C_1=1/3$. The velocity form gives $R^2=(128/\pi)k^3Z^5/(2\omega)^6$, hence

$$\sigma_V=\frac{2^8\pi}{3}\frac{\alpha a_0^2}{Z^2}\left(\frac kZ\right)^3\left(\frac I\omega\right)^5 .$$

With $k/Z=\sqrt{\omega/I-1}$, its high-energy limit is the Born power law

$$\sigma_B=\frac{2^8\pi}{3}\frac{\alpha a_0^2}{Z^2}\left(\frac I\omega\right)^{7/2}.$$

The length form uses $-J_0'(Z)=4Z J_0(Z)/(Z^2+k^2)$. The compensating $-2\eta k$ is missing, so the amplitude is twice as large and the cross section four times as large, at every energy. In the variable $x=kr$ the reason is visible: the plane-wave length integral is itself of order $\eta$, so a first-order change of the outgoing wave contributes at leading order. The velocity integral has a non-zero limit as $\eta\to0$, and there the change is a true correction.

### The slow approach

Divide $\sigma$ by $\sigma_B$ and use $I/\omega=\eta^2/(1+\eta^2)$:

$$S\equiv\frac{\sigma}{\sigma_B}=\frac{2\pi\eta}{\sqrt{1+\eta^2}}\,\frac{e^{-4\eta\operatorname{arccot}\eta}}{1-e^{-2\pi\eta}} .$$

Writing $1-e^{-2\pi\eta}=2e^{-\pi\eta}\sinh\pi\eta$,

$$\ln S=\pi\eta-4\eta\operatorname{arccot}\eta+\ln\frac{\pi\eta}{\sinh\pi\eta}-\tfrac12\ln(1+\eta^2).$$

For small $\eta$, $\operatorname{arccot}\eta=\pi/2-\eta+\eta^3/3-\dots$, so the second term is $-2\pi\eta+4\eta^2+O(\eta^4)$. The third is $-\pi^2\eta^2/6+O(\eta^4)$ and the fourth $-\eta^2/2+O(\eta^4)$. The sum is

$$\boxed{S=\exp\left[-\pi\eta+c\,\eta^2+O(\eta^4)\right],\qquad c=\frac72-\frac{\pi^2}{6}\approx1.855}$$

Thus $\exp(-\pi Z/k)$ is the leading correction to $\sigma_B$. It must not be applied again to the exact $\sigma$, which already contains it. Nor is it a threshold formula: as $\eta\to\infty$ it vanishes, whereas $S\to2\pi e^{-4}\approx0.115$.

Your estimate compared the nuclear attraction with the kinetic energy at the size of the atom. The correction instead builds up over distances that scale as $1/k$, most of it within a few $1/k$ and nearly all within about $10/k$. At $r=1/k$ the attraction is $Zk$ and its ratio to $k^2/2$ is $2\eta$. More formally, with $x=kr$ the radial equation reads

$$u_{xx}+\left(1+\frac{2\eta}{x}-\frac{2}{x^2}\right)u=0,$$

and the bound-state exponential is $e^{-\eta x}$. The only parameter is $\eta\simeq\sqrt{I/\omega}$, and it enters linearly.

The sign follows from two competing factors. Comparing $R^2$ for the exact and free waves in the velocity form,

$$\frac{\sigma}{\sigma_V}=D\,e^{-4\eta\operatorname{arccot}\eta}.$$

You are right that the density near the nucleus rises: $D\approx1+\pi\eta$. But the attraction also changes the shape of the wave over the distances that build the integral, and this overlap factor is about $1-2\pi\eta$. The product is $1-\pi\eta$ to first order.

### Hydrogen at 1 keV

Here $I=13.606$ eV, $k=8.515$ and $\eta=0.1174$. The Born law continued down to threshold would give 54.78 Mb, so

$$\sigma_B=54.78\,(0.013606)^{7/2}\ \text{Mb}=1.609\times10^{-5}\ \text{Mb}.$$

The exact formula gives $\sigma=1.142\times10^{-5}$ Mb, or 11.4 barn (fixed nucleus; the finite proton mass lowers it by 0.07%, to $1.141\times10^{-5}$ Mb). Their ratio is $S=0.709$, so the Born value is 41% above the exact one. The leading factor alone is $e^{-0.369}=0.691$; with the quadratic term the exponent is $-0.369+0.026=-0.343$, which gives 0.709.

The density factor is $D=1.433$ and the overlap factor is 0.505. Their product, 0.724, is the ratio to the velocity-form plane wave, $1.577\times10^{-5}$ Mb. The length-form plane wave gives $6.307\times10^{-5}$ Mb, about 5.5 times the exact value.

Other energies show where the exponential is useful:

| $\omega$ (eV) | $\sigma$ (Mb) | $S$ | $e^{-\pi\eta}$ | slope |
|---:|---:|---:|---:|---:|
| 20 | 2.21 | 0.156 | 0.010 | −2.77 |
| 100 | $1.94\times10^{-2}$ | 0.380 | 0.287 | −3.09 |
| 1000 | $1.14\times10^{-5}$ | 0.709 | 0.691 | −3.34 |
| 10000 | $4.54\times10^{-9}$ | 0.893 | 0.891 | −3.44 |

At 20 eV $\eta$ exceeds 1, and the small-$\eta$ expansion does not apply. At 1 keV and above, $e^{-\pi\eta}$ is within 3% of $S$.

These values do not rest on the algebra alone. Direct numerical integration of the radial equation, normalised by its outer amplitude, reproduces the closed formula to a relative $10^{-7}$ at the four tabulated energies. The absolute scale was tested with the oscillator-strength sum rule: the discrete lines contribute 0.565 and the continuum 0.435, which add to 1 for one electron.

### Why the slope misleads

From $\eta=(\omega/I-1)^{-1/2}$ one finds $d\ln\eta/d\ln\omega=-(1+\eta^2)/2$. Differentiating $\ln\sigma_B+\ln S$ then gives, for small $\eta$,

$$\frac{d\ln\sigma}{d\ln\omega}\simeq-\frac72+(1+\eta^2)\left(\frac{\pi\eta}{2}-c\,\eta^2\right).$$

At 1 keV this is $-3.5+1.014(0.184-0.026)\approx-3.34$. The slope differs from $-7/2$ by less than 5%, while the cross section is 29% below the Born value. To first order the slope departs from $-7/2$ by $\pi\eta/2$, while $-\ln S=\pi\eta$. The logarithmic error of the Born prefactor is thus about twice the absolute departure of the slope: 0.34 against 0.16 at 1 keV. A slope that merely looks close to $-7/2$ on a plot therefore does not make the Born formula accurate; agreement to one per cent would need the slope within about 0.005 of $-7/2$.

The small slope error also accumulates. Scaling the exact 1 keV value to 10 keV with the power $-7/2$ gives $3.61\times10^{-9}$ Mb, against $4.54\times10^{-9}$ Mb from the formula: 21% too low. Using $\sigma_B$ itself at 10 keV errs the other way, by 12% of the exact value.

### How far one would have to go

For a small relative deficit $\delta=1-S$, the leading term gives $\eta\approx\delta/\pi$ and hence

$$\frac{\omega}{I}\approx\frac{\pi^2}{\delta^2}.$$

Ten times better agreement costs a hundred times more energy. Solving the full expression for hydrogen, $S=0.90$ is reached at 11.6 keV, where $k/(mc)=0.21$. The value $S=0.99$ would require 1.32 MeV and $k/(mc)=2.3$. That photon energy exceeds the electron rest energy of 511 keV, so the non-relativistic formula no longer applies. Within its range of validity, the exact formula does not come within one per cent of its own Born limit.

The dipole approximation also has to be watched. On the distance $1/k$ the photon's phase changes by about $(\omega/c)/k\approx k/(2c)$, which is roughly 0.1 at 11.6 keV. In the plane-wave velocity form, keeping the photon momentum raises the cross section by about $(k/c)^2$, which is 0.4% at 1 keV and 4% at 10 keV. Relativistic corrections are of the same order and are not included here, so this gives only the scale of what the model leaves out. The 10 keV entries therefore compare two formulas within the same model; they are not predictions for real hydrogen to three digits. They also describe photoabsorption only: above roughly 3 keV inelastic (Compton) scattering has the larger cross section in hydrogen, about 0.6 barn at 10 keV against 0.0045 barn for photoabsorption.

### Larger nuclear charge

$S$ depends on $Z$ and $\omega$ only through $\omega/Z^2$. A bare nucleus with $Z=10$ and one electron, at 10 keV, has the same $\eta=0.397$ as hydrogen at 100 eV. Its ratio is again $S=0.380$, and its cross section, $1.94\times10^{-4}$ Mb, is smaller by the factor $1/Z^2=1/100$.

So a photon energy of 10 keV does not by itself justify the Born law for an inner shell. A real K shell in a neutral atom has two electrons, and the other electrons screen the nucleus, so this one-electron number indicates the scale of the effect and is not a K-shell cross section. The quantity to check first is $\pi Z/k$, with $k$ the momentum of the ejected electron: the Born law needs it to be small, which is a much stricter condition than $I\ll\omega$. The complete set of values is in the numerical output below.

## Table of computed values

```
Hydrogen ionisation energy, fixed nucleus: 13.6057 eV
Threshold cross section, formula: 6.3043 Mb
Threshold cross section, quadrature: 6.3043 Mb
Born law continued to threshold: 54.782 Mb
Ratio exact/Born at threshold: 0.1151
Logarithmic slope at threshold: -2.6667
Hydrogen, photon energy 20 eV:
  k = 0.6855 a.u., eta = 1.45869
  exact = 2.2120e+00 Mb, Born = 1.4225e+01 Mb
  exact/Born = 0.1555, exp(-pi eta) = 0.0102
  local logarithmic slope = -2.7703
Hydrogen, photon energy 100 eV:
  k = 2.5199 a.u., eta = 0.39684
  exact = 1.9351e-02 Mb, Born = 5.0893e-02 Mb
  exact/Born = 0.3802, exp(-pi eta) = 0.2874
  local logarithmic slope = -3.0890
Hydrogen, photon energy 1000 eV:
  k = 8.5146 a.u., eta = 0.11745
  exact = 1.1415e-05 Mb, Born = 1.6094e-05 Mb
  exact/Born = 0.7093, exp(-pi eta) = 0.6914
  local logarithmic slope = -3.3387
Hydrogen, photon energy 10000 eV:
  k = 27.0922 a.u., eta = 0.03691
  exact = 4.5435e-09 Mb, Born = 5.0893e-09 Mb
  exact/Born = 0.8928, exp(-pi eta) = 0.8905
  local logarithmic slope = -3.4445
Coefficient of eta^2 in ln(exact/Born): 1.8551
1 keV: density factor near nucleus = 1.4334
1 keV: overlap factor = 0.5051
1 keV: product, exact/plane-wave velocity = 0.7240
1 keV: plane-wave velocity form = 1.5766e-05 Mb
1 keV: plane-wave length form = 6.3066e-05 Mb
1 keV: plane-wave length/velocity = 4.0000
1 keV: Born overestimate = 41.0 %
1 to 10 keV by -7/2 power: 3.6098e-09 Mb
Extrapolated/exact at 10 keV: 0.7945
Z=10, 10 keV: eta = 0.39684
Z=10, 10 keV: exact = 1.9351e-04 Mb
Z=10, 10 keV: exact/Born = 0.3802
Ratio 0.90 at photon energy 11.63 keV, k/(mc) = 0.213
Ratio 0.99 formally at 1324 keV, k/(mc) = 2.277
Electron rest energy: 511.0 keV
Oscillator strength: discrete 0.56500, continuum 0.43500
Largest relative deviation, radial integration: 8.0e-08
```
